# Antisymmetric nuclear shielding: gauge origin and resonance frequency, part 2

A closed-shell molecule stands in a uniform magnetic field $\mathbf B$. The problem is to find which part of the electronic response can make the shielding tensor $\sigma$ of a nucleus N antisymmetric, and how this affects the resonance frequency. The field acting on the nuclear moment is

$$\mathbf B_{\rm loc}=(1-\sigma)\mathbf B .\qquad(1)$$

In $\sigma_{\alpha\beta}$ the first index belongs to the moment and the second to $\mathbf B$. SI units are used, with shieldings in ppm. Electrons have charge $-e$, mass $m$, position $\mathbf r$ and momentum $\mathbf p$. The fixed point nucleus is at $\mathbf R$, and the gauge origin O, freely chosen, is at $\mathbf R_O$. Further, $\mathbf r_N=\mathbf r-\mathbf R$, $\mathbf r_O=\mathbf r-\mathbf R_O$, $\mathbf d=\mathbf R-\mathbf R_O$, $\mathbf L_N=\mathbf r_N\times\mathbf p$ and $\mathbf L_O=\mathbf r_O\times\mathbf p$.

The shielding is the sum $\sigma=\sigma^d+\sigma^p$ of a diamagnetic and a paramagnetic term:

$$\sigma^d_{\alpha\beta}=K\Big\langle\sum_i\frac{\mathbf r_O\cdot\mathbf r_N\,\delta_{\alpha\beta}-r_{O\alpha}r_{N\beta}}{r_N^3}\Big\rangle,\qquad K=\frac{\mu_0e^2}{8\pi m}.\qquad(3)$$

$$\sigma^p_{\alpha\beta}=-\frac Km\sum_{n\neq0}\frac{\langle0|M_\alpha|n\rangle\langle n|\sum_iL_{O\beta}|0\rangle+\text{c.c.}}{E_n-E_0}.\qquad(4)$$

Here $\mathbf M=\sum_i\mathbf L_N/r_N^3$, and $|0\rangle$ and $|n\rangle$ are the ground and excited states without field, with energies $E_0$ and $E_n$. Sums over $i$ run over the electrons.

The symmetric part is $\sigma^s=(\sigma+\sigma^T)/2$. The antisymmetric part $\sigma^a=(\sigma-\sigma^T)/2$ is described by a vector $\mathbf a$:

$$\sigma^a\mathbf n=\mathbf a\times\mathbf n\ \text{ for every }\mathbf n,\qquad a_z=\tfrac12(\sigma_{yx}-\sigma_{xy}),\ \text{and cyclic}.\qquad(8)$$

By part (c), $\mathbf a=0$ if two perpendicular mirror planes meet at the nucleus. With O at N, $\sigma^d$ is symmetric. For a displaced origin its antisymmetric vector $\mathbf a^d$ changes by

$$\Delta\mathbf a^d=\tfrac12K\,\mathbf d\times\mathbf F,\qquad(10)$$

where $\mathbf F=\langle\sum_i\mathbf r_N/r_N^3\rangle$. The change of $\sigma^p$, whose antisymmetric vector is $\mathbf a^p$, compensates that of $\sigma^d$. Part (e), which follows, treats a solvable model with antisymmetric shielding.

**Question.** Two electrons of opposite spin, without mutual interaction, occupy the ground state of the potential $\tfrac12m(\omega_x^2x^2+\omega_y^2y^2+\omega_z^2z^2)$. The nucleus is a magnetic probe and does not attract them. Find the shielding in closed form up to a single integral. Evaluate both terms for two origins, with $\hbar/(m\omega_i)=a_i^2$, $(a_x,a_y,a_z)=(100,60,50)$ pm and $\mathbf R=(60,40,0)$ pm.

**Solution.** The one-electron ground state $\psi_0$ is a real Gaussian with $\partial_x\psi_0=-(m\omega_x/\hbar)x\psi_0$ and similar relations for $y$ and $z$. Take $\mathbf B$ along $z$ and an origin $(X_O,Y_O,Z_O)$. Then

$$\begin{aligned}L_{Oz}\psi_0&=-i\hbar\big[(x-X_O)\partial_y-(y-Y_O)\partial_x\big]\psi_0\\&=im\big[(\omega_y-\omega_x)xy-X_O\omega_yy+Y_O\omega_xx\big]\psi_0 .\end{aligned}$$

The functions $xy\psi_0$, $y\psi_0$ and $x\psi_0$ are excited states with energies $\hbar(\omega_x+\omega_y)$, $\hbar\omega_y$ and $\hbar\omega_x$ above the ground state. The sum over states divides each by its own energy. The outcome is $(im/\hbar)g_z\psi_0$, with

$$g_z=\eta\,xy-X_Oy+Y_Ox,\qquad \eta=\frac{\omega_y-\omega_x}{\omega_y+\omega_x}.$$

The angular part of $\mathbf M$ is $-i\hbar\,\mathbf r_N\times\nabla$. With $(-i\hbar)(im/\hbar)=m$, and a factor 2 from the complex conjugate, the paramagnetic term of one electron is

$$\sigma^p_{\alpha\beta}=-2KJ,\qquad J=\int\psi_0\,T_\alpha(g_\beta\psi_0)\,d^3r,\qquad T_\alpha=\frac{(\mathbf r_N\times\nabla)_\alpha}{r_N^3}.$$

The operator $T_\alpha$ is a derivative along the field $\mathbf e_\alpha\times\mathbf r_N/r_N^3$. This field has no divergence and no flux through small spheres around N. Integration by parts therefore gives $J=-\int g_\beta\psi_0T_\alpha\psi_0\,d^3r$. The product rule gives $J=\int\psi_0^2T_\alpha g_\beta\,d^3r+\int g_\beta\psi_0T_\alpha\psi_0\,d^3r=\int\psi_0^2T_\alpha g_\beta\,d^3r-J$. Thus $J=\tfrac12\int\psi_0^2T_\alpha g_\beta\,d^3r$. Independent electrons contribute additively, and with the density $\rho=2\psi_0^2$

$$\sigma^p_{\alpha\beta}=-K\int\rho\,\frac{(\mathbf r_N\times\nabla g_\beta)_\alpha}{r_N^3}\,d^3r .$$

The diamagnetic term has a similar form, because $(\mathbf e_\alpha\times\mathbf r_N)\cdot(\mathbf e_\beta\times\mathbf r_O)=[\mathbf r_N\times(\mathbf e_\beta\times\mathbf r_O)]_\alpha$. The sum of both contains the vector $\mathbf e_\beta\times\mathbf r_O-\nabla g_\beta$. For $\beta=z$ its components are

$$\begin{aligned}x:&\quad-(y-Y_O)-(\eta y+Y_O)=-(1+\eta)y,\\ y:&\quad(x-X_O)-(\eta x-X_O)=(1-\eta)x .\end{aligned}$$

The origin has dropped out. Since $1+\eta=2\omega_y/(\omega_x+\omega_y)$ and $1-\eta=2\omega_x/(\omega_x+\omega_y)$, the total is

$$\sigma_{\alpha\beta}=2K\int\rho\,\frac{(\mathbf r_N\times\mathbf w_\beta)_\alpha}{r_N^3}\,d^3r,\qquad \mathbf w_z=\frac{(-\omega_yy,\ \omega_xx,\ 0)}{\omega_x+\omega_y},\qquad(12)$$

with $\mathbf w_x$ and $\mathbf w_y$ obtained cyclically. The vector $\mathbf w_z$ is perpendicular to $(\omega_xx,\omega_yy,0)$, so the electrons circulate along the elliptical contours of constant density.

The antisymmetric part follows from two elements. The vectors needed are $\mathbf w_x=(0,-\omega_zz,\omega_yy)/(\omega_y+\omega_z)$ and $\mathbf w_y=(\omega_zz,0,-\omega_xx)/(\omega_x+\omega_z)$. They give $(\mathbf r_N\times\mathbf w_x)_y=-x_N\omega_yy/(\omega_y+\omega_z)$ and $(\mathbf r_N\times\mathbf w_y)_x=-y_N\omega_xx/(\omega_x+\omega_z)$, so that

$$a_z=K\int\frac{\rho}{r_N^3}\Big[\frac{\omega_x}{\omega_x+\omega_z}\,y_Nx-\frac{\omega_y}{\omega_y+\omega_z}\,x_Ny\Big]d^3r .$$

In an isotropic well both fractions are $\tfrac12$. With $x=x_N+R_x$ and $y=y_N+R_y$ the integral reduces to $\tfrac12K(R_xF_y-R_yF_x)$. This is zero, because $\mathbf F$ is then parallel to $\mathbf R$. The antisymmetric part also vanishes for a nucleus on one of the coordinate axes of the well, because two mirror planes meet there, as in part (c). A rotation axis without mirror planes is a weaker condition: it only forces $\mathbf a$ to lie along the axis.

For the chosen widths the oscillator quanta $\hbar\omega_i$ are $7.62$, $21.17$ and $30.48$ eV. The scale of the shielding is $2K/(100\ \text{pm})=28.18$ ppm. For O at N the blocks in the $xy$ plane, in ppm, are

$$\sigma^d=\begin{pmatrix}18.89&-3.39\\-3.39&23.33\end{pmatrix},\qquad \sigma^p=\begin{pmatrix}-6.98&6.50\\5.68&-9.32\end{pmatrix}.$$

The diamagnetic block is symmetric and the paramagnetic block is not. Their sum is

$$\sigma=\begin{pmatrix}11.91&3.11\\2.29&14.01\end{pmatrix}\text{ ppm},\qquad a_z=\tfrac12(2.29-3.11)=-0.41\text{ ppm}.$$

The remaining non-zero element is $\sigma_{zz}=10.29$ ppm.

Now put O at the centre of the well, so that $\mathbf d=\mathbf R$. The field vector per electron is $\mathbf F=(-0.5490,-0.6599,0)$ in units of $(100\ \text{pm})^{-2}$. It is not parallel to $\mathbf R$. For two electrons, the result for a displaced origin gives

$$a^d_z=\tfrac12(28.18\text{ ppm})\big[0.60(-0.6599)-0.40(-0.5490)\big]=-2.48\text{ ppm}.$$

The paramagnetic term now has $a^p_z=2.08$ ppm. The sum $-2.48+2.08=-0.40$ agrees with the total above within rounding; the unrounded total is $-0.407$ ppm for both origins. With this origin the diamagnetic term has an antisymmetric part six times as large as the total, and of the same sign.

Equation (12) was tested against an explicit sum over states with three origins. It was also tested against the magnetic field of the electron current, found by diagonalization in a small external field.

### (f) The resonance frequency for a given shielding tensor

**Question.** Write $\mathbf B=B\mathbf n$ with a unit vector $\mathbf n$. Find the resonance frequency without expanding in $\sigma$, and isolate the terms that contain $\mathbf a$.

**Solution.** Let the nucleus have spin $\mathbf I$ and gyromagnetic ratio $\gamma$. With no other spin coupling present, the Hamiltonian is

$$H=-\gamma\hbar\,\mathbf I\cdot(1-\sigma)\mathbf B=-\gamma\hbar B\,\mathbf I\cdot\mathbf b,\qquad \mathbf b=\mathbf n-\sigma\mathbf n .$$

This Hamiltonian is Hermitian although $\sigma$ is not symmetric, because $\sigma$ acts on the classical vector $\mathbf n$ and produces a real vector. If the quantization axis is taken along $\mathbf b$, the levels are $-\gamma\hbar B|\mathbf b|m_I$. They are equally spaced for every spin. The bare nucleus has frequency $\nu_0=|\gamma|B/2\pi$, hence

$$\nu=\nu_0\,|\mathbf n-\sigma\mathbf n| .\qquad(13)$$

Let $\mathbf u=\mathbf n-\sigma^s\mathbf n$ and $\mathbf t=\mathbf a\times\mathbf n$. Then $\mathbf b=\mathbf u-\mathbf t$ and

$$|\mathbf b|^2=|\mathbf u|^2+|\mathbf t|^2-2\mathbf n\cdot\mathbf t+2\mathbf t\cdot\sigma^s\mathbf n .$$

The term linear in $\mathbf a$ alone vanishes, because $\mathbf t$ is perpendicular to $\mathbf n$. What remains is

$$\Big(\frac{\nu}{\nu_0}\Big)^2=|\mathbf n-\sigma^s\mathbf n|^2+|\mathbf a\times\mathbf n|^2+2(\mathbf a\times\mathbf n)\cdot\sigma^s\mathbf n .\qquad(14)$$

No approximation has been made in passing from (13) to (14). When the field is parallel to $\mathbf a$, the vector $\mathbf t$ is zero and the antisymmetric part has no effect on the frequency.

### (g) The leading effect of the antisymmetric part

**Question.** Find the frequency change $\Delta\nu$ caused by $\mathbf a$ to leading order in the shielding, and explain it geometrically. What is its mean over all orientations of a rigid powder?

**Solution.** Let $\nu_s=\nu_0|\mathbf u|$ be the frequency with $\mathbf a$ removed. A difference of lengths follows from the difference of their squares:

$$\frac{\Delta\nu}{\nu_0}=|\mathbf b|-|\mathbf u|=\frac{|\mathbf b|^2-|\mathbf u|^2}{|\mathbf b|+|\mathbf u|}=\frac{|\mathbf t|^2+2\mathbf t\cdot\sigma^s\mathbf n}{|\mathbf b|+|\mathbf u|}.$$

The numerator is of second order in the shielding. The denominator is 2 plus terms of first order, which affect the quotient in third order. Therefore

$$\frac{\Delta\nu}{\nu_0}=\tfrac12|\mathbf a\times\mathbf n|^2+(\mathbf a\times\mathbf n)\cdot\sigma^s\mathbf n+O(\sigma^3).\qquad(15)$$

The antisymmetric part alters the frequency at second order, while the symmetric part acts at first order. To see the latter, set $s=\mathbf n\cdot\sigma\mathbf n$, which equals $\mathbf n\cdot\sigma^s\mathbf n$, and expand the square root of $|\mathbf b|^2=1-2s+|\sigma\mathbf n|^2$:

$$\frac{\nu}{\nu_0}=1-s+\tfrac12\big(|\sigma\mathbf n|^2-s^2\big)+O(\sigma^3).$$

The bracket is the squared length of the component of $\sigma\mathbf n$ perpendicular to $\mathbf n$. A small field component along $\mathbf B$ changes the length of the local field directly. A small perpendicular component turns the local field and lengthens it by half its square. The antisymmetric part produces a perpendicular component alone, and this adds as a vector to the perpendicular component produced by $\sigma^s$. The two may reinforce or oppose each other, which is the origin of the cross term in (15) and of its variable sign. If $\sigma^s=0$, (14) gives $\nu=\nu_0\sqrt{1+|\mathbf a\times\mathbf n|^2}$, and the frequency cannot be lowered.

For the powder mean, $\overline{n_kn_l}=\delta_{kl}/3$. The first term of (15) needs

$$\overline{|\mathbf a\times\mathbf n|^2}=|\mathbf a|^2-\overline{(\mathbf a\cdot\mathbf n)^2}=\tfrac23|\mathbf a|^2 .$$

The cross term is $\sum\epsilon_{ijk}a_jn_k\sigma^s_{il}n_l$. Its mean is $\tfrac13\sum\epsilon_{ijk}a_j\sigma^s_{ik}$, which vanishes because $\epsilon_{ijk}$ is antisymmetric in $i,k$ and $\sigma^s_{ik}$ is symmetric. Hence

$$\frac{\overline{\Delta\nu}}{\nu_0}=\tfrac13|\mathbf a|^2+O(\sigma^3).\qquad(16)$$

This is a mean of frequencies, each belonging to a fixed orientation. In a liquid with fast isotropic rotation, the Hamiltonian is averaged first. The mean of the rotated tensor is one third of its trace times the unit tensor, so $\mathbf a$ disappears from the mean Hamiltonian, and (16) does not apply. Effects of the fluctuating part of the Hamiltonian are not treated here.

### (h) Size of the effect in the model

**Question.** Take $\nu_0=1000$ MHz and a field in the $xy$ plane at $45^\circ$ to the $x$ axis. Evaluate the first-order shift and the change due to $\mathbf a$ for the tensor of part (e).

**Solution.** With $\mathbf n=(1,1,0)/\sqrt2$ and $\sigma^s_{xy}=\tfrac12(3.11+2.29)=2.70$ ppm,

$$\mathbf n\cdot\sigma^s\mathbf n=\tfrac12(11.91+14.01)+2.70=15.66\text{ ppm}.$$

The first-order shift is $-15.66$ kHz. The antisymmetric part contributes nothing to it.

The second-order terms contain $\mathbf t=a_z(-1,1,0)/\sqrt2$, whose length is $|a_z|$. The square term is

$$\tfrac12\nu_0a_z^2=\tfrac12(10^9\text{ Hz})(0.407\times10^{-6})^2=0.083\text{ mHz}.$$

In the cross term the off-diagonal element $\sigma^s_{xy}$ cancels, and

$$\begin{aligned}\nu_0\,\mathbf t\cdot\sigma^s\mathbf n&=\tfrac12\nu_0a_z(\sigma_{yy}-\sigma_{xx})\\&=\tfrac12(10^9\text{ Hz})(-0.407\times10^{-6})(2.10\times10^{-6})=-0.43\text{ mHz}.\end{aligned}$$

With the unrounded terms, $0.0829$ and $-0.4284$ mHz, the sum is $-0.3455$ mHz. Diagonalization of the spin Hamiltonian with and without $\mathbf a$ also gives $-0.3455$ mHz. The cross term dominates, so here the antisymmetric part lowers the frequency. The change is about $2\times10^{-8}$ of the first-order shift, although $|a_z|$ is about $3\%$ of $\mathbf n\cdot\sigma^s\mathbf n$. These sizes belong to the model, whose probe does not attract the electrons. For a nucleus in a real molecule, (15) must be evaluated with that nucleus's own tensor. Its two terms grow as $|\mathbf a|^2$ and as $|\mathbf a|$ times the anisotropy of $\sigma^s$.

When the whole tensor is multiplied by 10, the change due to $\mathbf a$ grows as the power $2.000$ of the shielding, as (15) requires. The powder mean from (16) is $\tfrac13(10^9\text{ Hz})(0.407\times10^{-6})^2=0.055$ mHz. It is positive, in contrast to the change at the chosen orientation, and agrees with an average of diagonalized frequencies over directions. The full set of values is in the numerical output.

## Computed values

```
well widths ax, ay, az (pm): 100 60 50
nucleus position x, y, z (pm): 60 40 0
oscillator quanta x, y, z (eV): 7.620 21.167 30.480
mu0 e^2/(8 pi m) (fm): 1.40897
prefactor for two electrons at 100 pm (ppm): 28.1794
F per electron, x and y (1/(100 pm)^2): -0.54899 -0.65987
diamagnetic, origin nucleus, row x (ppm):   18.8886   -3.3932    0.0000
diamagnetic, origin nucleus, row y (ppm):   -3.3932   23.3340    0.0000
diamagnetic, origin nucleus, row z (ppm):    0.0000    0.0000   28.2380
paramagnetic, origin nucleus, row x (ppm):   -6.9809    6.4986    0.0000
paramagnetic, origin nucleus, row y (ppm):    5.6841   -9.3225    0.0000
paramagnetic, origin nucleus, row z (ppm):    0.0000    0.0000  -17.9441
diamagnetic, origin centre, row x (ppm):   11.4507    7.7636    0.0000
diamagnetic, origin centre, row y (ppm):    2.7949   14.0519    0.0000
diamagnetic, origin centre, row z (ppm):    0.0000    0.0000   11.5180
paramagnetic, origin centre, row x (ppm):    0.4569   -4.6582    0.0000
paramagnetic, origin centre, row y (ppm):   -0.5040   -0.0404    0.0000
paramagnetic, origin centre, row z (ppm):    0.0000    0.0000   -1.2241
total shielding, row x (ppm):   11.9076    3.1055    0.0000
total shielding, row y (ppm):    2.2909   14.0115    0.0000
total shielding, row z (ppm):    0.0000    0.0000   10.2939
isotropic shielding (ppm): 12.0710
a_z diamagnetic, origin nucleus (ppm): 0.0000
a_z paramagnetic, origin nucleus (ppm): -0.4073
a_z diamagnetic, origin centre (ppm): -2.4844
a_z paramagnetic, origin centre (ppm): 2.0771
a_z total (ppm): -0.4073
bare-nucleus frequency nu0 (MHz): 1000
field direction: in the xy plane, angle to x (degrees): 45
first-order shift, symmetric part (Hz): -15657.78
first-order shift, antisymmetric part (Hz): 0.00
second-order term |a x n|^2/2 (mHz): 0.08294
second-order cross term (mHz): -0.42843
sum of second-order terms (mHz): -0.34549
change from diagonalization (mHz): -0.34550
power of shielding in the change (no unit): 2.0001
powder mean from diagonalization (mHz): 0.05529
powder mean from |a|^2/3 (mHz): 0.05529
```
